\section*{Kinetic Temperature Fluctuations: Canonical Sampling and Berendsen Weak Coupling}

\section{The problem}

In first-principles molecular dynamics the nuclei move classically on a potential energy surface $U$ supplied by an electronic-structure calculation. Let there be $N=64$ atoms in a periodic cell. The energy $U$ depends on positions only and does not change when all atoms are displaced together. The total momentum is conserved and has been set to zero, and there are no rigid bonds or other constraints.

With momenta $\mathbf p_i$ and masses $m_i$, the kinetic energy and the kinetic temperature are
\begin{equation}
K=\sum_{i=1}^{N}\frac{\mathbf p_i^2}{2m_i},\qquad
T=\frac{2K}{N_f k},\qquad N_f=3N-3=189,
\label{eq:defT}
\end{equation}
where $k$ is Boltzmann's constant. $T$ is computed from the momenta at one instant. The temperature of the bath, $T_0=300$~K, is a fixed number. Energies are in hartree and times in atomic units.

A Berendsen weak-coupling thermostat with relaxation time $\tau$ is applied to a model crystal of 64 atoms. Three values of $\tau$ give these means and standard deviations of $T$:
\begin{center}
\begin{tabular}{rcc}
$\tau$ (a.u.) & mean (K) & standard deviation (K)\\
200 & 300.00 & 7.5\\
2000 & 300.00 & 17.0\\
20000 & 300.00 & 19.8
\end{tabular}
\end{center}

(a) What standard deviation should $T$ have if the atoms sample the canonical ensemble at $T_0$?

(b) Which of the three runs, if any, samples that ensemble?

\section{A tempting solution, which is wrong}

The Berendsen equations of motion are
\begin{equation}
\dot{\mathbf p}_i=\mathbf F_i+\frac{1}{2\tau}\left(\frac{K_0}{K}-1\right)\mathbf p_i,
\qquad K_0=\tfrac12N_f kT_0,
\label{eq:ber}
\end{equation}
with $\mathbf F_i=-\partial U/\partial\mathbf r_i$. If $K$ is below its target $K_0$, the bracket is positive and the momenta grow; if $K$ is above, they shrink. The kinetic energy changes at the rate
\begin{align}
\dot K&=\sum_i\frac{\mathbf p_i\cdot\dot{\mathbf p}_i}{m_i}
=\sum_i\mathbf F_i\cdot\dot{\mathbf r}_i
+\frac{1}{2\tau}\left(\frac{K_0}{K}-1\right)2K\nonumber\\
&=\sum_i\mathbf F_i\cdot\dot{\mathbf r}_i+\frac{K_0-K}{\tau},
\label{eq:kdot}
\end{align}
because $\sum_i\mathbf p_i^2/m_i=2K$. The potential energy changes at the rate $\dot U=-\sum_i\mathbf F_i\cdot\dot{\mathbf r}_i$. In the sum $E=K+U$ the work of the forces cancels:
\begin{equation}
\dot E=\frac{K_0-K}{\tau}.
\label{eq:edot}
\end{equation}
In a stationary state the average of $\dot E$ is zero, so $\langle K\rangle=K_0$ and $\langle T\rangle=T_0$. All three runs agree with this.

The tempting argument now continues: ``The canonical ensemble is the ensemble of constant temperature. Ideally $T$ would therefore stay at 300~K, with standard deviation zero, and the remaining scatter measures how imperfect the thermostat is. The run with $\tau=200$ has the smallest scatter and is closest to canonical.''

\section{Where the argument fails}

Everything up to $\langle T\rangle=T_0$ is correct. The fault is in the next sentence, which gives one name to two quantities. What is constant in the canonical ensemble is $T_0$, a parameter of the probability distribution
\begin{equation}
\rho\propto \exp\left(-\frac{K+U}{kT_0}\right).
\label{eq:can}
\end{equation}
The kinetic temperature $T$ is a function of the momenta, and the momenta are random variables in this distribution. A finite sum of their squares has a definite, nonzero spread. A run in which $T$ scatters less than that is as wrong as one in which it scatters more.

A correct mean does not repair the argument, since many distributions share one mean. The second moment has to be calculated as well.

\section{The canonical spread}

\subsection{Counting the independent momenta}

Since $U$ does not contain the momenta, (\ref{eq:can}) is a product of a position factor and a momentum factor. The statistics of $K$ therefore do not depend on $U$, however anharmonic it is.

Define mass-weighted components $y_{i\alpha}=p_{i\alpha}/\sqrt{m_i}$ with $\alpha=x,y,z$, so that $K=\frac12\sum_{i\alpha}y_{i\alpha}^2$. Zero total momentum means
\begin{equation}
\sum_i p_{i\alpha}=\sum_i\sqrt{m_i}\,y_{i\alpha}=0
\qquad\text{for each }\alpha .
\end{equation}
With $M=\sum_i m_i$, this says that the $3N$-component vector $y$ is perpendicular to three vectors, one for each $\alpha$, whose entries are $\sqrt{m_i/M}$ in the direction $\alpha$ and zero in the other two. Each has length one, because $\sum_i m_i/M=1$, and they are mutually perpendicular, because their nonzero entries do not overlap.

Rotate the axes in this $3N$-dimensional space so that these three vectors become the last three axes. The last three coordinates of $y$ then vanish. Call the others $z_1,\dots,z_{N_f}$. A rotation preserves lengths and volumes, so
\begin{equation}
K=\frac12\sum_{j=1}^{N_f}z_j^2,\qquad
\rho(z)\propto\prod_{j=1}^{N_f}\exp\left(-\frac{z_j^2}{2kT_0}\right).
\label{eq:z}
\end{equation}
These are $N_f=3N-3$ independent Gaussian variables, for equal or unequal masses.

\subsection{Mean and variance}

The moments of one variable follow from
\begin{equation}
I(a)=\int_{-\infty}^{\infty}e^{-az^2}dz=\sqrt{\pi}\,a^{-1/2},\qquad a=\frac{1}{2kT_0}.
\end{equation}
Each derivative with respect to $a$ brings down a factor $-z^2$, hence
\begin{align}
\langle z^2\rangle&=-\frac{I'}{I}=\frac{1}{2a}=kT_0,\\
\langle z^4\rangle&=\frac{I''}{I}=\frac{3}{4a^2}=3(kT_0)^2 .
\end{align}
One term $z^2/2$ of the kinetic energy therefore has mean $kT_0/2$ and variance
\begin{equation}
\frac14\left(\langle z^4\rangle-\langle z^2\rangle^2\right)
=\frac14(3-1)(kT_0)^2=\frac12(kT_0)^2 .
\end{equation}
Means add, and for independent variables variances add too:
\begin{equation}
\langle K\rangle=\frac{N_f}{2}kT_0=K_0,\qquad
\operatorname{Var}K=\frac{N_f}{2}(kT_0)^2 .
\label{eq:vark}
\end{equation}
Since $T$ is proportional to $K$, both have the same relative variance:
\begin{equation}
\frac{\operatorname{Var}T}{T_0^2}=\frac{\operatorname{Var}K}{K_0^2}
=\frac{\frac12N_f(kT_0)^2}{\frac14N_f^2(kT_0)^2}=\frac{2}{N_f}.
\label{eq:main}
\end{equation}

\subsection{Answer to (a)}

For $N_f=189$ the relative variance is $2/189=0.01058$. Its square root is $0.1029$, and
\begin{equation}
\sigma_T=300\ \text{K}\times0.1029=30.9\ \text{K}.
\end{equation}
In energy, $kT_0=9.500\times10^{-4}$ hartree gives $K_0=0.08978$ hartree with a standard deviation of $0.00924$ hartree. Using $3N=192$ instead of $189$ would give 30.6~K, so the momentum constraint matters little for the spread in this cell. It matters more for the mean: with zero total momentum, a $T$ defined with 192 in place of 189 would average $300\ \text{K}\times189/192=295.3$~K.

The 31~K are the spread of single-instant values. They are not an uncertainty in $T_0$, nor the error of a long time average. The relative spread falls as $N_f^{-1/2}$ and vanishes for a macroscopic sample, which is why a large body shows a steady temperature.

The result requires classical nuclei and a potential energy independent of momenta. Each rigid bond would lower $N_f$ by one. A thermostat that lets the total momentum fluctuate thermally would restore $N_f=3N$.

\section{What weak coupling does instead}

\subsection{A second consequence of the energy balance}

Equation (\ref{eq:edot}) also fixes a second moment. Multiply it by $2E$:
\begin{equation}
\frac{d}{dt}E^2=2E\dot E=\frac{2}{\tau}E(K_0-K).
\end{equation}
In a stationary state with finite $\langle E^2\rangle$ the average of the left side is zero. Hence $\langle EK\rangle=K_0\langle E\rangle$, and since $K_0=\langle K\rangle$,
\begin{equation}
\operatorname{Cov}(E,K)=\langle EK\rangle-\langle E\rangle\langle K\rangle=0
\quad\text{(Berendsen, finite }\tau).
\label{eq:covb}
\end{equation}
In the canonical ensemble $K$ and $U$ are independent, so $\operatorname{Cov}(U,K)=0$ and
\begin{equation}
\operatorname{Cov}(E,K)=\operatorname{Var}K+\operatorname{Cov}(U,K)=\operatorname{Var}K>0 .
\label{eq:covc}
\end{equation}
The two statements contradict each other. No finite $\tau$ makes a stationary Berendsen run canonical, whatever the potential. This answers (b): none of the three runs qualifies.

The physical difference is in how energy is exchanged. In the canonical ensemble, moments of high kinetic energy are on average moments of high total energy, because the bath has supplied the excess. Under Berendsen coupling this correlation is absent: (\ref{eq:covb}) with $E=K+U$ gives $\operatorname{Cov}(U,K)=-\operatorname{Var}K$. On average, a kinetic excess is matched by an equal potential deficit, as it is at constant energy.

\subsection{Strong coupling}

Let $w=\sum_i\mathbf F_i\cdot\dot{\mathbf r}_i$ be the power delivered by the forces. Long after the start, (\ref{eq:kdot}) has the solution
\begin{equation}
K(t)-K_0=\int_0^\infty e^{-s/\tau}\,w(t-s)\,ds .
\end{equation}
If $\tau$ is much shorter than the time in which $w$ changes, $w$ can be taken out of the integral and $K-K_0\approx\tau w(t)$. As long as $w$ stays bounded, the spread vanishes as $\tau\to0$. Without forces, $w=0$ and $T-T_0$ decays as $e^{-t/\tau}$ for any $\tau$, leaving no fluctuation at all. The small scatter praised in the tempting solution is thus a suppressed thermal fluctuation.

\subsection{Weak coupling}

For large $\tau$ the energy drifts slowly. Suppose the atoms explore the surface of constant $E$ much faster than $E$ changes. Then $K$ in (\ref{eq:edot}) may be replaced by its average at that energy. If this average rises with $E$, the energy settles where it equals $K_0$, and the spread of $K$ approaches its constant-energy value.

That value can be estimated from canonical quantities. The density (\ref{eq:can}) is uniform on each energy surface, so constant-energy statistics are canonical statistics restricted to one $E$. Let $\kappa$ and $\upsilon$ be the canonical deviations of $K$ and $U$ from their means, with variances $V_K$ and $V_U$. They are independent, and for a large system away from a phase transition both are nearly Gaussian. Setting $\upsilon=\epsilon-\kappa$ at fixed total deviation $\epsilon$,
\begin{equation}
\rho(\kappa\,|\,\epsilon)\propto
\exp\left[-\frac{\kappa^2}{2V_K}-\frac{(\epsilon-\kappa)^2}{2V_U}\right].
\end{equation}
The coefficient of $-\kappa^2/2$ is $1/V_K+1/V_U$. It is the inverse of the variance, so
\begin{equation}
\operatorname{Var}(K\,|\,E)\approx\frac{V_KV_U}{V_K+V_U}<V_K .
\label{eq:nve}
\end{equation}
Under these assumptions, even the gentlest coupling leaves $T$ with less than the canonical spread.

A harmonic crystal checks this estimate. Its $U$ is also a sum of $N_f$ squares, so $V_U=V_K$ and (\ref{eq:nve}) gives half the canonical variance, or a relative variance $1/N_f$. The value without the Gaussian approximation follows from phase-space volumes. A sum of $N_f$ squares lies between $K$ and $K+dK$ in a volume proportional to $K^{N_f/2-1}dK$. With $b=N_f/2$, the fraction $x=K/E$ is then distributed as $x^{b-1}(1-x)^{b-1}$. By symmetry $\langle x\rangle=\frac12$. The integral $\int_0^1x^{b-1}(1-x)^{b-1}dx=\Gamma(b)^2/\Gamma(2b)$ gives
\begin{equation}
\langle x(1-x)\rangle=\frac{\Gamma(b+1)^2}{\Gamma(2b+2)}\,\frac{\Gamma(2b)}{\Gamma(b)^2}
=\frac{b^2}{(2b+1)\,2b}=\frac{b}{2(2b+1)} .
\end{equation}
Since $\langle x^2\rangle=\langle x\rangle-\langle x(1-x)\rangle$,
\begin{equation}
\operatorname{Var}x=\frac12-\frac{b}{2(2b+1)}-\frac14=\frac{1}{4(2b+1)} .
\end{equation}
Dividing by $\langle x\rangle^2=\frac14$ gives the relative variance $1/(2b+1)=1/(N_f+1)$, which differs from $1/N_f$ by a correction of relative order $1/N_f$. For 64 atoms at a mean of 300~K the standard deviation is $300\ \text{K}/\sqrt{190}=21.8$~K. This is an average over the whole energy surface. A perfectly harmonic crystal does not explore that surface, because its modes exchange no energy.

\section{A deterministic thermostat that can be canonical}

The Nos\'e--Hoover thermostat replaces the prescribed relaxation by a friction $\xi$ with its own equation of motion. Let $x_j$ be the mass-weighted positions $\sqrt{m_i}\,r_{i\alpha}$ rotated in the same way as the momenta. The three centre-of-mass coordinates drop out, because they feel no force and have zero momentum. Then
\begin{equation}
\dot x_j=z_j,\qquad
\dot z_j=-\frac{\partial U}{\partial x_j}-\xi z_j,\qquad
\dot\xi=\frac1Q\Big(\sum_j z_j^2-N_fkT_0\Big),
\label{eq:nh}
\end{equation}
where $Q>0$ sets the response time. Consider the density $\rho=e^{-W/kT_0}$ with $W=K+U+\frac12Q\xi^2$. It is stationary if the divergence of $\rho v$ vanishes, where $v$ is the flow (\ref{eq:nh}). Since $\nabla\rho=-\rho\nabla W/kT_0$,
\begin{equation}
\nabla\cdot(\rho v)=\rho\left(\nabla\cdot v-\frac{\dot W}{kT_0}\right).
\end{equation}
Only the friction term contributes to the divergence of the flow: $\nabla\cdot v=-N_f\xi$. In $\dot W$ the work of the forces cancels, leaving
\begin{equation}
\dot W=-\xi\sum_jz_j^2+Q\xi\dot\xi=-N_fkT_0\,\xi .
\end{equation}
The bracket is $-N_f\xi+N_f\xi=0$, so $\rho$ is stationary. Integrating over $\xi$ leaves the canonical density (\ref{eq:can}).

In a Nos\'e--Hoover chain, $\xi=\xi_1$ is itself damped by $\xi_2$, and $\xi_2$ by $\xi_3$. With three links, $-\xi_1\xi_2$ is added to $\dot\xi_1$, and
\begin{equation}
\dot\xi_2=\frac{Q_1\xi_1^2-kT_0}{Q_2}-\xi_2\xi_3,\qquad
\dot\xi_3=\frac{Q_2\xi_2^2-kT_0}{Q_3}.
\end{equation}
The divergence gains $-\xi_2-\xi_3$. With $\frac12Q_2\xi_2^2+\frac12Q_3\xi_3^2$ added to $W$, the products $Q_1\xi_1^2\xi_2$ and $Q_2\xi_2^2\xi_3$ cancel in $\dot W$, which gains $-kT_0(\xi_2+\xi_3)$. The bracket is again zero.

A stationary density need not be the one that a given trajectory samples. That also requires ergodic motion and a run long enough to forget its start.

\section{The model crystal}

The runs in the problem use a periodic $4\times4\times4$ simple cubic lattice of atoms with mass 40000 electron masses. It stands in for a first-principles energy surface, which the argument does not need. Neighbours with relative displacement $\mathbf d$ have the energy $\frac12\sum_\alpha k_\alpha d_\alpha^2+\frac14g(\mathbf d^2)^2$, where $k_\alpha=0.02$ hartree/bohr$^2$ along the bond and $0.01$ across it, and $g=0.1$ hartree/bohr$^4$. The quartic term couples the modes. The model is classical by definition: its highest harmonic frequency, $\sqrt{4\times0.04/40000}=2\times10^{-3}$ a.u., has $\hbar\omega\approx2.1\,kT_0$, so a real crystal with these constants would show nuclear quantum effects at 300~K. Errors below are standard errors from the scatter between independent copies, 28 for the chain and 8 for each other run. With so few copies they are themselves rough: the entry for $\tau=200$ can move by about 0.2~K with another set of copies. They do not include the effect of the time step, 60 a.u., which was not varied and is 0.3 of the shortest $\tau$.

\begin{center}
\begin{tabular}{lcc}
Dynamics & $\sigma_T$ (K) & $\operatorname{Cov}(E,K)/\operatorname{Var}K$\\
Nos\'e--Hoover chain & $30.97\pm0.15$ & $0.997$\\
Berendsen, $\tau=200$ & $7.54\pm0.08$ & $-0.014$\\
Berendsen, $\tau=2000$ & $16.95\pm0.17$ & $-0.003$\\
Berendsen, $\tau=20000$ & $19.83\pm0.19$ & $-0.003$\\
Constant energy & $19.98\pm0.26$ & ---
\end{tabular}
\end{center}

The chain reproduces the canonical 30.9~K within its error, and its covariance ratio is close to the value 1 required by (\ref{eq:covc}). The Berendsen ratios are close to the zero required by (\ref{eq:covb}). With $V_U$ measured in the chain run and $V_K$ taken from (\ref{eq:vark}), $V_U/V_K=0.741$, so (\ref{eq:nve}) predicts for constant energy
\begin{equation}
\sigma_T\approx30.86\ \text{K}\times\sqrt{\frac{0.741}{1+0.741}}=20.1\ \text{K}.
\end{equation}
The constant-energy run and the most weakly coupled Berendsen run both lie near this value. Lengthening $\tau$ thus brings the spread up to about 20~K in this model, not to 31~K.

One further run shows that a stationary canonical density does not by itself guarantee canonical sampling; whether non-ergodic motion or incomplete relaxation is the cause was not determined. A single Nos\'e--Hoover thermostat with $Q=N_fkT_0\,(400\ \text{a.u.})^2$, the value also used for the first link of the chain, was started from an undisplaced lattice with twice the target kinetic energy. Its mean was 299.99~K, yet its standard deviation was $41\pm3$~K and its covariance ratio 0.66. The two halves of the run gave 43~K and 39~K. No error was computed for this difference, so it does not settle whether the spread was still relaxing. This run differs from the chain run in both thermostat and starting state, so it does not separate their effects. It does show a correct mean together with too large a spread, the opposite of the Berendsen error.

The numerical check also tests the momentum statistics by direct sampling with unequal masses, and the stationarity of both Nos\'e--Hoover densities by symbolic algebra.

\section*{Computed results}
\begin{verbatim}
CANONICAL RESULT
atoms: 64; degrees of freedom Nf: 189
bath temperature: 300 K
k*T0: 9.500435e-04 hartree
mean kinetic energy: 0.089779 hartree
std of kinetic energy: 0.009235 hartree
relative variance 2/Nf: 0.010582
relative std: 10.29 percent
std of T, Nf = 189: 30.86 K
std of T, Nf = 192: 30.62 K
Gaussian moments 2 and 4: 1.000000, 3.000000
sampled momenta, mean T: 300.39 K
sampled momenta, std of T: 30.77 K
harmonic crystal at fixed E, std of T: 21.76 K
MODEL LATTICE (atomic units)
mass: 40000 electron masses
stiffness along bond: 0.020 hartree/bohr^2
stiffness across bond: 0.010 hartree/bohr^2
quartic constant: 0.10 hartree/bohr^4
time step: 60 a.u.; Nose-Hoover time: 400 a.u.
preparation temperature: 270 K
steps: prepare 600, equilibrate 3000, produce 8400
replicas: chain 28, each other group 8
Nose-Hoover chain: mean T 300.07 K
  std of T 30.97 +/- 0.15 K
  Cov(E,K)/Var(K) 0.997
single Nose-Hoover, far start: mean T 299.99 K
  std of T 41.23 +/- 3.09 K
  Cov(E,K)/Var(K) 0.663
Berendsen tau=200 a.u.: mean T 300.00 K
  std of T 7.54 +/- 0.08 K
  Cov(E,K)/Var(K) -0.014
Berendsen tau=2000 a.u.: mean T 300.00 K
  std of T 16.95 +/- 0.17 K
  Cov(E,K)/Var(K) -0.003
Berendsen tau=20000 a.u.: mean T 300.00 K
  std of T 19.83 +/- 0.19 K
  Cov(E,K)/Var(K) -0.003
constant energy: mean T 300.06 K
  std of T 19.98 +/- 0.26 K
single Nose-Hoover, std of T in first half: 42.92 K
single Nose-Hoover, std of T in second half: 39.46 K
canonical Var(U)/Var(K): 0.741
predicted constant-energy std of T: 20.13 K
\end{verbatim}
